From PAW states to atomic orbitals: transfer matrix, spilling and Hamiltonian

Q: A PAW calculation gives me smooth states ψ̃_j. I want populations on atomic orbitals χ_μ. Why not take the overlaps ⟨χ_μ|ψ̃_j⟩ and be done?

A: Because ψ̃_j is not the electron's wavefunction. PAW assigns to it the all-electron state

|ψ_j⟩ = 𝒯|ψ̃_j⟩ = |ψ̃_j⟩ + Σ_i (|φ_i⟩ − |φ̃_i⟩) ⟨p_i|ψ̃_j⟩.

Here φ_i is an all-electron partial wave, φ̃_i its smooth partner and p_i a projector, with ⟨p_i|φ̃_j⟩ = δ_ij for i and j on the same atom. The sum over i runs over the partial waves of all atoms. Outside its atom's augmentation region φ_i equals φ̃_i, and the regions do not overlap. The normalized object is ψ_j:

⟨ψ_i|ψ_j⟩ = ⟨ψ̃_i|𝒯†𝒯|ψ̃_j⟩ = δ_ij.

The quantity to be computed is therefore T_μj = ⟨χ_μ|ψ_j⟩. Projecting the first equation on χ_μ, and using linearity, gives

T_μj = ⟨χ_μ|ψ̃_j⟩ + Σ_i Δ_μi ⟨p_i|ψ̃_j⟩,
Δ_μi = ⟨χ_μ|φ_i⟩ − ⟨χ_μ|φ̃_i⟩.

The integrand of Δ_μi vanishes outside the augmentation region of the atom that carries i.

Q: If χ_μ sits on one atom, surely the other atoms drop out of that sum.

A: Nothing in the derivation removes them. The tail of χ_μ enters the neighbour's region, where φ_i − φ̃_i is not zero. The on-site part is simpler to evaluate. In three dimensions, for χ_μ = R_μ(r)Y_lm and φ_i = R_i(r)Y_l'm' on the same atom, orthonormality of the spherical harmonics leaves

Δ_μi = δ_ll' δ_mm' ∫₀^rc R_μ (R_i − R̃_i) r² dr.

The off-site part is a two-centre integral.

Q: Is it large enough to matter?

A: Take a model of independent electrons in Hartree atomic units: a one-dimensional crystal with period 5.4 bohr and two wells per cell,

V(r) = −V₀ exp(−r²/2σ²), σ = 0.2 bohr.

Well A has V₀ = 2.5 hartree and lies at −1.2 bohr; well B has V₀ = 2.0 hartree and lies at +1.2 bohr. The augmentation radius is 1.15 bohr, so regions 2.4 bohr apart do not touch. Each atom has two even and two odd partial waves. The minimal basis is the lowest state of each free well, repeated as a Bloch sum

|χ_μk⟩ = Σ_R exp(ikR) |χ_μR⟩,

where R is a lattice vector and inner products are taken per cell. For these Bloch sums, "on-site" pairs an orbital with the atoms of its own kind, so it includes small tails from other cells; "off-site" pairs A orbitals with B atoms and B orbitals with A atoms. At k = 0, with the phase of each band chosen to make T_A positive, the smooth, on-site and off-site parts add up as follows:

lower band, A: 0.875 + 0.101 + 0.008 = 0.984
lower band, B: 0.759 + 0.043 + 0.026 = 0.828
upper band, A: 0.235 + 0.078 − 0.016 = 0.297
upper band, B: −0.595 − 0.086 + 0.021 = −0.660

For orbital B in the lower band the off-site part is more than half the on-site part. Over the whole k mesh, T agrees with overlaps taken from a direct grid diagonalization to 3×10⁻⁷. Without the off-site terms the largest error is 0.026. The split into three parts, unlike the total, belongs to the chosen partial waves. With an augmentation radius of 0.9 bohr this error is 0.014, and with 0.6 bohr it is 0.003.

Q: You compared with true eigenstates. Does the formula guarantee that ψ_j is one?

A: No. The formula is exact for the state 𝒯ψ̃_j, whatever that state is. In this model ψ̃_j solves the fully transformed problem

𝒯†H𝒯 ψ̃_j = ε_j 𝒯†𝒯 ψ̃_j

in a finite plane-wave basis, which makes 𝒯ψ̃_j a variational approximation to an eigenstate of H. The overlap can also be replaced by a simpler one-centre form. Write c_i = ⟨p_i|ψ̃⟩ and d_i = φ_i − φ̃_i. Then

⟨ψ|ψ⟩ = ⟨ψ̃|ψ̃⟩ + Σ_i (⟨ψ̃|d_i⟩c_i + c_i*⟨d_i|ψ̃⟩) + Σ_ij c_i* c_j ⟨d_i|d_j⟩.

If ψ̃ = Σ_i φ̃_i c_i holds inside each region, with i restricted to the partial waves of that region's atom, inserting it in the middle terms gives, for each pair i, j on one atom,

⟨φ̃_i|d_j⟩ + ⟨d_i|φ̃_j⟩ + ⟨d_i|d_j⟩ = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩.

This is the one-centre overlap correction. With an incomplete set of partial waves the two norms generally differ. If the states are normalized with the one-centre form, ‖ψ_j‖² is then not exactly 1, and a spilling formula that assumes unit norm inherits the difference.

Q: You said spilling. What is being spilled?

A: The part of a band that the atomic basis cannot represent. Let t be column j of T, let S_μν = ⟨χ_μ|χ_ν⟩, and look for the best fit Σ_μ χ_μ a_μ. The squared error is

F(a) = ‖ψ_j − Σ_μ χ_μ a_μ‖² = 1 − a†t − t†a + a†Sa.

Linear independence makes S positive definite, so S⁻¹ exists and the square can be completed:

F(a) = (a − S⁻¹t)† S (a − S⁻¹t) + 1 − t†S⁻¹t.

To check this, expand the first term: it gives a†Sa − a†t − t†a + t†S⁻¹t, and the last piece cancels. The first term is never negative and vanishes at a = S⁻¹t. The smallest error is the band spilling,

σ_j = 1 − t†S⁻¹t.

It lies between 0 and 1, since it is a squared norm and t†S⁻¹t ≥ 0. For an isolated atom whose state ψ is the basis orbital itself, S = 1 and t = 1, so σ = 0.

Q: Where do Löwdin orbitals enter? You have not needed them.

A: The spilling does not need them. Populations need a rule for sharing the overlap charge between orbitals, and Löwdin orthonormalization is one such rule. Define

|χᴸ_μ⟩ = Σ_ν |χ_ν⟩ (S^(−1/2))_νμ.

Their overlap matrix is S^(−1/2) S S^(−1/2) = 1. Because S^(−1/2) is Hermitian, the coefficients ⟨χᴸ_μ|ψ_j⟩ are

C = S^(−1/2) T, and hence σ_j = 1 − (C†C)_jj.

At k = 0 the lower band has C_A = 0.82518 and C_B = 0.56351. The sum of squares is 0.68092 + 0.31754 ≈ 0.9985, so σ = 0.15 percent. The upper band has 0.19 percent.

For occupations f_kj and k weights w_k, the raw population and the charge spilling are

q_μ = Σ_kj w_k f_kj |C_μj(k)|²,
𝒮 = 1 − Σ_kj w_k f_kj (C†C)_jj / Σ_kj w_k f_kj.

Summing q_μ over μ gives Σ_μ q_μ = N(1 − 𝒮), with N = Σ_kj w_k f_kj electrons per cell. In the model two electrons fill the lower band and 𝒮 = 0.078 percent. The missing charge is 2 × 0.00078 = 0.0016 electrons, and the raw populations do add up to 1.9984.

Q: With so little spilling, would the bare overlaps ⟨χ_μ|ψ̃_j⟩ have been good enough after all?

A: Not for the spilling or the raw populations. Put into the same expression, they give an apparent charge spilling of 20.8 percent. That number does not measure the quality of the atomic basis. It comes from leaving the augmentation terms out of T, since the basis and the states are otherwise the same. Nearly all of it is the missing norm of the smooth states: averaged over the mesh, 1 − ‖ψ̃‖² is 20.4 percent for the occupied band, and with ψ̃ normalized the apparent spilling is 0.58 percent. Its size depends on the partial waves; with an augmentation radius of 0.6 bohr it is 3.0 percent. Renormalized quantities are far less sensitive in this model. After the joint orthonormalization introduced below, the bare overlaps give populations of 1.564 and 0.436 in place of 1.565 and 0.435, and Hamiltonian elements at k = 0 that differ by less than 2×10⁻⁴ hartree.

Q: Then a spilling of 0.078 percent at least proves that the populations are right.

A: It proves that the space spanned by the orbitals contains nearly all the occupied charge. It does not fix how that charge is divided. Replace the orbitals by invertible mixtures χ' = χM. Then S' = M†SM and t' = M†t, and

t'†S'⁻¹t' = t†M M⁻¹S⁻¹(M†)⁻¹ M†t = t†S⁻¹t.

The spilling is unchanged, while the orbital to which a population belongs has changed. Populations are statements about a chosen basis.

Q: Now the Hamiltonian. I would write H = CεC†, with ε the diagonal matrix of band energies. Is that not simply H in the Löwdin basis?

A: It would be if all bands were included. Inserting the complete set of eigenstates of H gives

⟨χᴸ_μ|H|χᴸ_ν⟩ = Σ_(all j) C_μj ε_j C_νj*.

With a finite set of bands, H_raw = CεC† lacks the rest of this sum. At k = 0 the two versions are, in hartree:

direct: H_AA = −0.4494, H_BB = −0.2952, H_AB = −0.1900
raw: H_AA = −0.4517, H_BB = −0.3034, H_AB = −0.1892

The direct diagonal elements are higher. The omitted part of a diagonal element is Σ_(j>2) ε_j |C_μj|², and the third band already lies at +0.616 hartree, so every term is non-negative. Orbital B has a weight of only 1 − 0.3175 − 0.6796 = 0.0029 in the omitted bands, yet its energy differs by 0.0082 hartree. The mean energy of that small weight is thus about 0.0082/0.0029 ≈ 2.8 hartree.

Q: A few millihartree. I could live with that.

A: There is a second defect: the raw spectrum depends on the energy zero. Add s to every band energy:

C(ε + s)C† = H_raw + s CC†.

After subtracting s again, the matrix has changed by −s(1 − CC†). With as many bands as orbitals, the trace of this change is −s Σ_j σ_j, so the change is not zero when there is spilling. The effect on the levels can be estimated. Multiply H_raw v = λv from the left by C†:

(C†C ε)(C†v) = λ (C†v).

For λ ≠ 0 the vector C†v is not zero, so λ is also an eigenvalue of C†Cε. For small spilling and well-separated bands, the off-diagonal elements of C†C affect λ in second order. To leading order

λ_j ≈ ε_j (1 − σ_j).

For the lower band this gives −0.58164 × (1 − 0.00153) = −0.58075 hartree, as found. With s = 1 hartree, the same estimate changes the shifted-back level by −sσ_j, or −0.0015 hartree. The computed level moves from −0.58075 to −0.58229 hartree. In this estimate the displacement grows in proportion to s. The error of the level, −(ε_j + s)σ_j, therefore depends on where the energy zero is put, and it can be smaller or larger than without the shift.

Q: So you rescale the columns of C to unit length?

A: That would leave them non-orthogonal in general. Orthonormalize them together. If C has full column rank, C†C is positive definite and one can form

U = C(C†C)^(−1/2),
U†U = (C†C)^(−1/2) C†C (C†C)^(−1/2) = 1.

The reconstructed Hamiltonian is

H_rec = U ε U†, so that H_rec U = U ε U†U = U ε.

The columns of U are eigenvectors and the band energies are eigenvalues. With as many bands as orbitals, U is square and UU† = 1 as well, so a shift of all energies adds s times the unit matrix.

Q: That looks like forcing the right answer. Any unitary matrix in place of U would reproduce the energies.

A: Quite so, and the eigenvalues therefore say nothing about the choice of U. What singles it out is the set of orbitals behind it. Take equally many bands and orbitals, and project each Löwdin orbital onto the bands:

|g_μ⟩ = Σ_j |ψ_j⟩⟨ψ_j|χᴸ_μ⟩ = Σ_j |ψ_j⟩ (C†)_jμ.

Their overlap matrix is ⟨g_μ|g_ν⟩ = (CC†)_μν. Löwdin orthonormalization of the g_μ gives

|w_ν⟩ = Σ_j |ψ_j⟩ [C†(CC†)^(−1/2)]_jν,

and, since ⟨ψ_i|H|ψ_j⟩ = ε_j δ_ij,

⟨w_μ|H|w_ν⟩ = [(CC†)^(−1/2) C ε C† (CC†)^(−1/2)]_μν.

To compare with U, start from C(C†C) = (CC†)C. Repeated use gives C P(C†C) = P(CC†) C for any polynomial P. A polynomial can be chosen that equals x^(−1/2) at the finitely many eigenvalues, which are positive and common to both matrices. Hence

C(C†C)^(−1/2) = (CC†)^(−1/2)C,

and ⟨w_μ|H|w_ν⟩ = (UεU†)_μν. So H_rec is the matrix of H in Löwdin orbitals that have been projected onto the bands and made orthonormal again. It is not the direct matrix in χᴸ. The test that can fail is to build the w_μ explicitly from grid states and compare all matrix elements. They agree to 1×10⁻⁷ hartree.

At k = 0 the reconstructed elements are H_AA = −0.4520, H_BB = −0.3043 and H_AB = −0.1896 hartree. The eigenvalues are −0.5816 and −0.1747 hartree, the input bands. The direct matrix gives −0.5773 and −0.1672 hartree. These lie higher, as the variational principle requires for H restricted to the span of the two orbitals.

Q: I usually have only occupied bands. Can I reconstruct from those?

A: You get a matrix, but some of its levels mean nothing. With fewer bands than orbitals, U†U = 1 still holds, while UU† is a projector and not the unit matrix. Every vector v with U†v = 0 satisfies H_rec v = 0. Using the lower band alone at k = 0 gives the levels −0.5816 and 0 hartree. If the energies are first shifted by 1 hartree and the result is shifted back, the second level becomes −1 hartree, now below the real band. It marks the chosen energy zero.

In the opposite case this form of U fails. With more bands than orbitals the columns of C cannot be independent, and (C†C)^(−1/2) does not exist. The matrix (CC†)^(−1/2) C ε C† (CC†)^(−1/2) of H in the projected orbitals w_μ is still defined and still follows a shift of the energy zero, but its eigenvalues are no longer the band energies. With three bands at k = 0 they are −0.5814 and −0.1746 hartree, and with all bands CC† = 1 and the direct matrix is recovered. Even with equal numbers, a selected band with almost no weight in the basis gives C†C an eigenvalue near zero, and the inverse root magnifies small errors. The bands must have the character of the orbitals. It is therefore useful to inspect the spilling of the empty bands as well; here the upper band averages 0.29 percent.

Q: What do I gain in real space?

A: On-site energies and hoppings. The orbitals w_μ are Bloch sums like the χ_μ, so H_rec(k) = Σ_R exp(ikR) H(R), with H_μν(R) = ⟨w_μ0|H|w_νR⟩. On a uniform mesh of N_k points, N_k⁻¹ Σ_k exp[ik(R' − R)] is 1 for R' = R and 0 for the other lattice vectors of the mesh's supercell. Thus

H(R) = N_k⁻¹ Σ_k exp(−ikR) H_rec(k),

up to hoppings whose lattice vector R is longer than half the supercell, which are folded back onto shorter R. The results for nine k points are:

on-site A: −0.480 hartree (−13.05 eV)
on-site B: −0.321 hartree (−8.74 eV)
A–B hopping at 2.4 bohr: −0.116 hartree (−3.16 eV)
A–B hopping at 3.0 bohr: −0.069 hartree (−1.87 eV)

At k = 0 all phases are 1, and the two hoppings add up to −0.185 hartree. The full H_AB is −0.190 hartree, so more distant A–B pairs supply the remaining −0.005 hartree. The on-site energies are not the free-atom levels, −0.516 and −0.353 hartree: the w_μ differ from the free orbitals, and H contains all the wells.

Q: Does this short list of numbers predict anything that was not put in?

A: The four numbers alone do not suffice, but the full set of matrices H(R) predicts bands between the mesh points. The zone edge k = π/a, with a the period, is not on the mesh. The real-space matrices give −0.5167 and −0.3244 hartree there, and direct diagonalization gives the same values to within 2×10⁻⁵ hartree. Such interpolation needs H(R) to be small at the edge of the supercell; otherwise the folded hoppings spoil it.

Q: And the populations with U in place of C?

A: They become 1.565 electrons on A and 0.435 on B, with sum 2 because the columns of U have unit length. The raw values are 1.564 and 0.435. Renormalization has shared out the missing 0.0016 electrons; it has not recovered where they were. With large spilling the sum would still be 2, so 𝒮 has to be reported beside the populations. The complete set of values is in the numerical output.

Values computed for the example and the checks

```
Cell length, well width sigma, augmentation radius: 5.40  0.20  1.15 bohr
Centres of A, B: -1.20  1.20 bohr
Well depths of A, B: 2.50  2.00 hartree
Partial-wave reference energies: -0.70  -0.15 hartree
Grid points per cell 181, plane waves 21, k points 9
Free-atom orbital energies A, B: -0.51636  -0.35346 hartree
At k = 0, lower band then upper band unless stated:
Band energies: -0.58164  -0.17466 hartree
Third band energy: 0.61555 hartree
Norm of smooth states: 0.80654  0.76726
Overlaps S_AA, S_BB, S_AB: 1.05710  1.12514  0.62019
T for orbital A, smooth part: 0.87512  0.23471
T for orbital A, on-site augmentation: 0.10059  0.07844
T for orbital A, off-site augmentation: 0.00822  -0.01648
T for orbital A, total: 0.98392  0.29667
T for orbital B, smooth part: 0.75916  -0.59543
T for orbital B, on-site augmentation: 0.04261  -0.08556
T for orbital B, off-site augmentation: 0.02633  0.02052
T for orbital B, total: 0.82810  -0.66047
Loewdin coefficients of A: 0.82518  0.56435
Loewdin coefficients of B: 0.56351  -0.82436
Band spilling: 0.153  0.194 percent
Direct H_AA, H_BB, H_AB: -0.44935  -0.29522  -0.19001 hartree
Raw H_AA, H_BB, H_AB: -0.45168  -0.30339  -0.18921 hartree
Reconstructed H_AA, H_BB, H_AB: -0.45199  -0.30431  -0.18962 hartree
Direct eigenvalues: -0.57733  -0.16724 hartree
Raw eigenvalues: -0.58075  -0.17432 hartree
Energy shift applied to the bands: 1.0 hartree
Raw eigenvalues after shift, shifted back: -0.58229  -0.17626 hartree
Reconstructed eigenvalues: -0.58164  -0.17466 hartree
Eigenvalues from lower band only: -0.58164  0.00000 hartree
Same after shift, shifted back: -1.00000  -0.58164 hartree
Averages over the k mesh:
Charge spilling of occupied band: 0.078 percent
False charge spilling without augmentation: 20.835 percent
Mean spilling of upper band: 0.287 percent
Raw populations A, B, sum: 1.56385  0.43458  1.99843 electrons
Renormalized populations A, B, sum: 1.56466  0.43534  2.00000 electrons
Real-space on-site energies A, B: -0.47972  -0.32113 hartree
A-B distances, short and long: 2.40  3.00 bohr
A-B hoppings, short and long: -0.11607  -0.06867 hartree
On-site energies A, B converted: -13.054  -8.738 eV
Hoppings, short and long, converted: -3.159  -1.869 eV
Zone-edge bands predicted from real-space H: -0.51672  -0.32440 hartree
Zone-edge bands from grid diagonalization: -0.51672  -0.32441 hartree
Largest PAW energy error: 1.1e-07 hartree
Largest transfer-matrix error: 2.9e-07
Same without off-site augmentation: 2.6e-02
Largest band-spilling error, as a fraction: 7.5e-09
Largest reconstructed-H error: 1.1e-07 hartree
```
